# The two-loop coefficient $B_{40}$ for S states of hydrogen, part 1

(Sections cited here and not found follow in the second part.)

## Problem

An electron is bound to a point nucleus of charge $Z$, without spin, in a state $nS_{1/2}$ with $Z\alpha\ll 1$. Only electron loops are kept in the vacuum polarization. The radiative shift with two powers of $\alpha/\pi$ and the lowest power of $Z\alpha$ is written

$$\Delta E=\left(\frac{\alpha}{\pi}\right)^2 (Z\alpha)^4\, mc^2\,\frac{B_{40}}{n^3}.$$

Atomic units are used in the algebra: $\hbar=m=e=1$, $c=1/\alpha$, so that $mc=1/\alpha$, $V(r)=-Z/r$ and $(Z\alpha)^4mc^2=\alpha^2Z^4E_h$ with the Hartree energy $E_h=1$.

The following results of two-loop free-electron QED are given data and are not derived here. The on-shell vertex is

$$\Gamma^\mu=F_1(q^2)\,\gamma^\mu+\frac{i\sigma^{\mu\nu}q_\nu}{2mc}F_2(q^2),\qquad \sigma^{\mu\nu}=\frac{i}{2}[\gamma^\mu,\gamma^\nu],$$

with $q=p'-p$, $q^2=q_0^2-\mathbf q^2$ and $F_1(0)=1$. The $(\alpha/\pi)^2$ part of $F_1$ is $F_1'\,q^2/(mc)^2$ at small $q^2$, and the $(\alpha/\pi)^2$ part of $F_2(0)$ is called $F_2$ from here on:

$$F_1'=-\frac{4819}{5184}-\frac{49\pi^2}{432}+\frac{\pi^2}{2}\ln2-\frac34\zeta(3)=0.4699415,$$

$$F_2=\frac{197}{144}+\frac{\pi^2}{12}-\frac{\pi^2}{2}\ln2+\frac34\zeta(3)=-0.3284790 .$$

Both include the diagram with an electron loop inserted in the photon of the one-loop vertex, which supplies $77\pi^2/864-1099/1296$ of $F_1'$ and $119/36-\pi^2/3$ of $F_2$. Vacuum polarization multiplies the static potential in momentum space, $V(\mathbf q)=-4\pi Z/\mathbf q^2$, by $1+\Pi+\Pi^2+\dots$, where $\Pi=(\alpha/\pi)\Pi_1+(\alpha/\pi)^2\Pi_2$ is the irreducible part, and at small momentum $\Pi_2=\Pi'\,\mathbf q^2/(mc)^2$ with the Källén-Sabry constant $\Pi'=41/162$.

(a) Find $B_{40}$ in closed form and as a number. (b) Convert it to an energy and a frequency for hydrogen 1S, first with an infinitely heavy nucleus and then with the proton mass.

## A tempting solution

The bound electron exchanges momenta $|\mathbf q|\sim Z$, small against $mc=1/\alpha$; in hydrogen the Bohr radius is $0.529177$ Å and the reduced Compton wavelength is $3.861593\times10^{-3}$ Å. The form factors are therefore expanded to first order in $\mathbf q^2$.

For a static potential $q_0=0$ and $q^2=-\mathbf q^2$. With $V(\mathbf r)=\int \frac{d^3q}{(2\pi)^3}V(\mathbf q)e^{i\mathbf q\cdot\mathbf r}$, a factor $\mathbf q$ becomes $-i\nabla$ acting on $V$, and $-\mathbf q^2$ becomes $\nabla^2$. The slope of $F_1$ changes the potential by $F_1'\alpha^2\nabla^2V$ and the polarization changes it by $-\Pi'\alpha^2\nabla^2V$, each times $(\alpha/\pi)^2$. Since $\nabla^2V=4\pi Z\delta^3(\mathbf r)$ and $|\psi(0)|^2=Z^3/(\pi n^3)$, the expectation value of $\alpha^2\nabla^2V$ is $4\alpha^2Z^4/n^3$, and the two terms give $4F_1'-4\Pi'$.

The number $F_2$ is the anomalous magnetic moment. The nucleus has no magnetic field, so the moment feels only the field $-\mathbf v\times\mathbf E/c$ seen by the moving electron. For a central $\mathbf E$ this coupling is proportional to $\mathbf L\cdot\mathbf S$, which annihilates an S state. Hence $F_2$ belongs to the fine structure of $l>0$ levels and drops out:

$$B_{40}\overset{?}{=}4F_1'-4\Pi'=1.879766-1.012346=0.867420 .$$

With $(\alpha/\pi)^2\alpha^2E_h=7.818298\times10^{-9}$ eV the two terms are $14.69657\times10^{-9}$ eV and $-7.914821\times10^{-9}$ eV, their sum is $6.78175\times10^{-9}$ eV, and multiplication by $2.4179892\times10^{11}$ kHz/eV gives $1639.8$ kHz.

## The fault

The treatment of $F_1'$ and $\Pi'$ is correct. The fault is the replacement of the Pauli term of the vertex by the classical picture of a moment in a motional field. That picture yields one part of the operator, and the vertex contains a second part of the same order that does not involve the spin.

A potential energy $V$ couples to the time component of the vertex, $\bar u'\Gamma^0u\,V(\mathbf q)=u'^\dagger\gamma^0\Gamma^0u\,V(\mathbf q)$. In the Dirac representation $\beta=\gamma^0$ and $\boldsymbol\alpha=\gamma^0\boldsymbol\gamma$ (bold $\boldsymbol\alpha$ is the matrix, plain $\alpha$ the fine-structure constant). Because $\gamma^0$ and $\gamma^j$ anticommute, $\sigma^{0j}=i\gamma^0\gamma^j=i\alpha^j$. The lower index gives $q_j=-q^j$, and $\sigma^{00}=0$. Then $i\sigma^{0\nu}q_\nu=i\cdot i\cdot(-1)\,\boldsymbol\alpha\cdot\mathbf q=+\boldsymbol\alpha\cdot\mathbf q$, and

$$\gamma^0\Gamma^0=F_1+F_2\,\frac{\beta\,\boldsymbol\alpha\cdot\mathbf q}{2mc},\qquad \beta\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\-\boldsymbol\sigma&0\end{pmatrix}.$$

The matrix is off-diagonal, so it joins large and small components. A positive-energy spinor of momentum $\mathbf p$, normalized to $u^\dagger u=1$, is $u=N_p\,(\chi,\ \boldsymbol\sigma\cdot\mathbf p\,\chi/2mc)$ to first order in $p/mc$ in the lower component, with $N_p=1-\mathbf p^2/8(mc)^2$. The operator already carries one factor $q/mc$, so $N=1$ suffices for it. The upper row of the matrix acts on the small component of $u$, and the lower row, with its minus sign, meets the small component of $u'^\dagger$:

$$u'^\dagger\frac{\beta\boldsymbol\alpha\cdot\mathbf q}{2mc}u=\frac{1}{4(mc)^2}\,\chi'^\dagger\left[(\boldsymbol\sigma\cdot\mathbf q)(\boldsymbol\sigma\cdot\mathbf p)-(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf q)\right]\chi .$$

The identity $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ splits the bracket. The scalar parts give $\mathbf q\cdot\mathbf p-\mathbf p'\cdot\mathbf q=-\mathbf q^2$. For the spin parts, $\mathbf p'\times\mathbf q=\mathbf p\times\mathbf q=-\mathbf q\times\mathbf p$ because $\mathbf p'=\mathbf p+\mathbf q$, so the two add to $2i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)$. Therefore

$$u'^\dagger\frac{\beta\boldsymbol\alpha\cdot\mathbf q}{2mc}u=\alpha^2\,\chi'^\dagger\left[-\frac{\mathbf q^2}{4}+\frac{i}{2}\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)\right]\chi .$$

With $\mathbf q\to-i\nabla$ on $V$, the second term is $\frac12\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)=\frac{1}{2r}\frac{dV}{dr}\boldsymbol\sigma\cdot\mathbf L=Z\,\mathbf L\cdot\mathbf S/r^3$. This is the coupling that the tempting solution kept. It does vanish in an S state: in momentum space it is proportional to $\mathbf p'\times\mathbf p$, and averaging $\mathbf p\,V(\mathbf p'-\mathbf p)$ over the directions of $\mathbf p$ with a spherical wave function leaves a vector along $\mathbf p'$, whose cross product with $\mathbf p'$ is zero. The first term is $\frac14\alpha^2\nabla^2V$, a contact interaction that acts, at this order, on S states only. This is the term that was lost.

The ordinary Dirac vertex shows the same pair of terms. Keeping the normalization factors,

$$u'^\dagger u=1-\frac{\mathbf p^2+\mathbf p'^2}{8(mc)^2}+\frac{\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)}{4(mc)^2}=1+\alpha^2\left[-\frac{\mathbf q^2}{8}+\frac{i}{4}\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)\right],$$

where $\mathbf p^2+\mathbf p'^2-2\mathbf p'\cdot\mathbf p=\mathbf q^2$ and $\mathbf p'\times\mathbf p=\mathbf q\times\mathbf p$ were used. These are the Darwin term and the spin-orbit term. To this order in $p/mc$ the Pauli matrix element is twice this bracket, so an anomalous moment $a$ multiplies both the Darwin term and the spin-orbit term by $1+2a$. The tempting solution corrected the spin-orbit term and left the Darwin term alone.

## The right solution

### The contact expectation value

Away from the origin $\nabla^2(1/r)=0$, and the flux of $\nabla(1/r)$ through any sphere about the origin is $-4\pi$, so $\nabla^2V=+4\pi Z\delta^3(\mathbf r)$. The radial function is $R_{n0}=N L^{1}_{n-1}(x)e^{-x/2}$ with $x=2Zr/n$. The associated Laguerre polynomial has $L^1_{n-1}(0)=n$ and $\int_0^\infty x^2e^{-x}[L^1_{n-1}]^2dx=2n^2$. Normalization reads $N^2(n/2Z)^3\,2n^2=1$, so $N^2=4Z^3/n^5$, $R_{n0}(0)^2=4Z^3/n^3$ and $|\psi(0)|^2=R_{n0}(0)^2/4\pi=Z^3/(\pi n^3)$. Thus

$$\langle\alpha^2\nabla^2V\rangle=\frac{4\alpha^2Z^4}{n^3}.$$

### The three weights

The two-loop part of $F_1$ multiplies $u'^\dagger u\,V(\mathbf q)$. It is already of order $\alpha^2\mathbf q^2$, so $u'^\dagger u=1$ suffices, and it gives $-F_1'\alpha^2\mathbf q^2V(\mathbf q)$. The Pauli term gives $-\frac14F_2\alpha^2\mathbf q^2V(\mathbf q)$ and the polarization gives $+\Pi'\alpha^2\mathbf q^2V(\mathbf q)$. For S states

$$\delta V=\left(\frac{\alpha}{\pi}\right)^2\left[F_1'+\frac{F_2}{4}-\Pi'\right]\alpha^2\nabla^2V,\qquad B_{40}=4F_1'+F_2-4\Pi' .$$

The signs have a direct meaning. A positive slope makes $F_1$ fall below 1 at spacelike $q^2$, the charge is smeared, the attraction at short range is weaker and the level rises. A positive $\Pi'$ strengthens the potential at short range and the level falls. A positive anomaly enlarges the repulsive Darwin term; the two-loop anomaly is negative and lowers the level.

For $l>0$ only the spin-orbit term is left. With $\langle r^{-3}\rangle=Z^3/[n^3l(l+\frac12)(l+1)]$ and $\mathbf L\cdot\mathbf S=l/2$ for $j=l+\frac12$, the weight of $F_2$ is $1/[(2l+1)(l+1)]$. Setting $l=0$ in this expression gives 1, the same number as the contact term, although for $l=0$ the spin-orbit operator contributes nothing and the formula for $\langle r^{-3}\rangle$ does not apply. The S-state weight is counted once, from the contact term.

### The weight of $F_2$ in the Dirac-Coulomb ground state

The reduction with free spinors can be avoided for 1S. In position space the Pauli operator is $-\frac{i\alpha}{2}F_2\,\beta\boldsymbol\alpha\cdot\nabla V=-\frac{i\alpha}{2}F_2\frac{Z}{r^2}\beta\boldsymbol\alpha\cdot\hat{\mathbf r}$. Take $\psi=(g\chi,\ ih\,\boldsymbol\sigma\cdot\hat{\mathbf r}\chi)$ with real $g(r)$, $h(r)$ in $H=c\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V$. Since $\boldsymbol\sigma\cdot\mathbf p\,(ih\,\boldsymbol\sigma\cdot\hat{\mathbf r}\chi)=[\nabla\cdot(h\hat{\mathbf r})]\chi=(h'+2h/r)\chi$, the curl of a radial field being zero, and $\boldsymbol\sigma\cdot\mathbf p\,g\chi=-ig'\boldsymbol\sigma\cdot\hat{\mathbf r}\chi$, the two rows of $H\psi=E\psi$ are

$$c\left(h'+\frac{2h}{r}\right)=\left(E-c^2+\frac Zr\right)g,\qquad c\,g'=-\left(E+c^2+\frac Zr\right)h .$$

Try $g=r^{\gamma-1}e^{-Zr}$, $h=\eta g$. The $1/r$ terms require $c\eta(\gamma+1)=Z$ and $c(1-\gamma)=Z\eta$, that is $\eta=Z\alpha/(1+\gamma)$ and $\gamma^2=1-(Z\alpha)^2$. The constant term of the first equation gives $E=c^2-c\eta Z=c^2\gamma$, and that of the second, $cZ=(E+c^2)\eta$, then holds identically.

Using $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$, one has $\beta\boldsymbol\alpha\cdot\hat{\mathbf r}\,\psi=(ih\chi,\,-g\,\boldsymbol\sigma\cdot\hat{\mathbf r}\chi)$ and $\psi^\dagger=(g\chi^\dagger,\,-ih\chi^\dagger\boldsymbol\sigma\cdot\hat{\mathbf r})$, whose product is $igh+igh=2igh$. The factor $-i/2$ turns this into $+gh$:

$$\delta E=F_2\,\alpha Z\,\frac{\int_0^\infty gh\,dr}{\int_0^\infty(g^2+h^2)r^2dr}=F_2\,\alpha Z\,\frac{\eta}{1+\eta^2}\,\frac{\Gamma(2\gamma-1)\,(2Z)^{2}}{\Gamma(2\gamma+1)} .$$

Here $\eta^2=(1-\gamma)/(1+\gamma)$, so $1+\eta^2=2/(1+\gamma)$ and $\eta/(1+\eta^2)=Z\alpha/2$, while $\Gamma(2\gamma+1)=2\gamma(2\gamma-1)\Gamma(2\gamma-1)$. The result is

$$\delta E=F_2\,\frac{\alpha^2Z^4}{\gamma(2\gamma-1)} .$$

The weight tends to $+1$ as $Z\alpha\to0$, with a relative correction $\frac32(Z\alpha)^2$ from $\gamma\approx1-\frac12(Z\alpha)^2$. An S state has a small component, and the overlap $gh$ is what the tempting solution missed. The expression diverges at $\gamma=\frac12$, an artefact of treating $F_2(q^2)$ as a constant at all momenta. That approximation already errs at relative order $Z\alpha$, because the $q^2$ dependence of $F_2$ times the $\mathbf q^2$ of the Pauli term is a $q^4$ factor of the kind counted below, so the $(Z\alpha)^2$ correction found here is neither the leading correction nor complete at its order. The program tests the free-spinor matrix element with explicit matrices, tests this 1S formula by quadrature, and finds the weight $1.00000$ in Dirac-Coulomb states with $n=1,2,3$ at small $Z\alpha$.

### The Källén-Sabry constant from its spectral function

With $Q^2=\mathbf q^2$, the irreducible polarization obeys the dispersion relation

$$\Pi_k(Q^2)=\frac13\int_{4(mc)^2}^\infty ds\,\frac{r_{k-1}(s)\,Q^2}{s\,(s+Q^2)},\qquad s=\frac{4(mc)^2}{1-v^2},$$

where $v$ is the velocity, in units of $c$, of either particle of a pair of invariant mass squared $s$ (in momentum units). At small $Q^2$ one needs $ds/s^2$. From $ds/s=2v\,dv/(1-v^2)$ and $1/s=(1-v^2)/4(mc)^2$ follows $ds/s^2=v\,dv/2(mc)^2$, and the slope is $\frac16\int_0^1v\,r(v)\,dv$. The one-loop function $r_0=v(3-v^2)/2$ gives $\frac1{12}\int_0^1(3v^2-v^4)dv=\frac1{12}\cdot\frac45=\frac1{15}$, which with weight $-4$ is the Uehling contribution $-4/15$ to the one-loop coefficient. The two-loop function, also taken as given, is, with $p=(1-v)/(1+v)$ and $\Lambda=2\ln(1-p)+\ln(1+p)$,

$$r_1=\frac{(3-v^2)(1+v^2)}{2}\left[2\,\mathrm{Li}_2(p)+\mathrm{Li}_2(p^2)+\Lambda\ln p\right]-v(3-v^2)\Lambda$$

$$\qquad-\frac{(1-v)(33-39v-17v^2+7v^3)}{16}\ln p+\frac{3v(5-3v^2)}{8}.$$

At $v\to0$, $p\to1$ and the first bracket is $3\cdot\pi^2/6$, so $r_1\to3\pi^2/4$. This is $r_0\approx3v/2$ times the Coulomb enhancement $\pi\alpha/2v$ of a slow pair, written in units of $\alpha/\pi$. At $v\to1$ only the last term survives and $r_1\to3/4$. The program tests these limits together with the next terms, $-6v$ and $9(mc)^2/s$, and its quadrature of $\frac16\int v\,r_1dv$ gives $0.2530864$, in agreement with $41/162$. The contribution to $B_{40}$ is $-4\cdot41/162=-82/81=-1.0123457$.

For S states the two-loop coefficient is $B_{40}=4F_1'+F_2-4\Pi'$, where the weight of $F_2$ comes from the contact part of the Pauli term that the tempting solution lost. It remains to show that nothing else enters at this order, to check the given data, and to evaluate the sum and convert it for hydrogen 1S, including the proton mass.

Numbers in the example were calculated in double precision.
